# DRAM Bit-Line Signal from Charge Sharing with Half-Supply Precharge: a numerical check

```python
"""DRAM charge sharing: result under test
    signal = +/- (V_DD/2) * C_S / (C_S + C_B)
V_DD: supply; C_S: storage capacitance; C_B: bit-line capacitance.
The bit line is precharged to V_DD/2 and floats during the read.
For a voltage-dependent capacitor, C_S becomes the mean of C(u) over
the capacitor voltages u traversed during the read.
Working units: V, fF, uA, ns, fC, fJ (mutually consistent).
"""
import numpy as np
from scipy.constants import epsilon_0, elementary_charge
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

V_DD = 1.1
HALF = V_DD / 2
C_B = 30.0
RADIUS, THICKNESS, HEIGHT = 20e-9, 6e-9, 1e-6   # metres
KAPPA, KAPPA_LOW = 40.0, 20.0
GAIN = 50.0             # transistor gain, uA/V^2
PASS = 1.6              # gate voltage minus threshold, V
PLATE_TIME = 1.0        # plate disturbance time constant, ns
U_SCALE = 1.0           # voltage scale of capacitance reduction, V


def coaxial_capacitance(kappa):
    log_ratio = np.log((RADIUS + THICKNESS) / RADIUS)
    return 2 * np.pi * epsilon_0 * kappa * HEIGHT / log_ratio * 1e15


def field_capacitance(kappa, elements=2000):
    """Capacitance from the field energy of a radial finite-element solution."""
    r = np.linspace(RADIUS, RADIUS + THICKNESS, elements + 1)
    stiffness = 0.5 * (r[1:] + r[:-1]) / np.diff(r)
    bands = np.zeros((3, elements - 1))
    bands[0, 1:] = -stiffness[1:-1]
    bands[1] = stiffness[:-1] + stiffness[1:]
    bands[2, :-1] = -stiffness[1:-1]
    source = np.zeros(elements - 1)
    source[0] = stiffness[0]
    inner = solve_banded((1, 1), bands, source)
    potential = np.concatenate(([1.0], inner, [0.0]))
    energy_sum = np.sum(stiffness * np.diff(potential)**2)
    return 2 * np.pi * epsilon_0 * kappa * HEIGHT * energy_sum * 1e15


def transient(capacitance, v_cell, v_line, plate=HALF, c_line=C_B,
              pass_level=PASS, duration=30.0, plate_step=0.0):
    """Integrate node voltages and transistor heat with a square-law device."""
    def rates(time, state):
        cell, line, _ = state
        current = GAIN / 2 * (max(pass_level - line, 0.0)**2
                              - max(pass_level - cell, 0.0)**2)
        decay = np.exp(-time / PLATE_TIME)
        plate_now = plate + plate_step * (1 - decay)
        plate_rate = plate_step * decay / PLATE_TIME
        return [plate_rate - current / capacitance(cell - plate_now),
                current / c_line, current * (cell - line)]
    run = solve_ivp(rates, (0, duration), [v_cell, v_line, 0.0],
                    method="Radau", rtol=1e-9, atol=1e-11)
    assert run.success
    return run.y[:, -1]


def balanced_voltage(c_store, v_cell, v_line, plate):
    """Common voltage found as a root of the isolated-charge balance."""
    initial = c_store * (v_cell - plate) + C_B * v_line
    return brentq(lambda v: c_store * (v - plate) + C_B * v - initial,
                  -2.0, 4.0, xtol=1e-13)


def signal_formula(c_store, v_cell=V_DD, v_line=HALF):
    return (v_cell - v_line) * c_store / (c_store + C_B)


C_S = coaxial_capacitance(KAPPA)
C_LOW = coaxial_capacitance(KAPPA_LOW)
ratio = C_S / (C_S + C_B)
signal = HALF * ratio
assert abs(field_capacitance(KAPPA) / C_S - 1) < 1e-6


def linear(u):
    return C_S


# Dynamic reads of full and sagged cells against the algebraic signal.
SAGGED = 1.0
read_signals = []
for stored in (V_DD, 0.0, SAGGED):
    cell, line, heat = transient(linear, stored, HALF)
    assert abs(cell - line) < 1e-7
    assert abs(line - HALF - signal_formula(C_S, stored)) < 1e-6
    read_signals.append(line - HALF)
assert abs(read_signals[0] - signal) < 1e-6
assert abs(read_signals[1] + signal) < 1e-6

# Charge and heat, including a second transistor conductance.
c_series = C_S * C_B / (C_S + C_B)
charge = c_series * HALF
energy = c_series * HALF**2 / 2
for level in (PASS, 1.3):
    cell, line, heat = transient(linear, V_DD, HALF, pass_level=level)
    assert abs(C_B * (line - HALF) - charge) < 1e-4
    assert abs(heat - energy) < 1e-5

# Static plate voltage cancels; a plate step does not.
for plate in (0.0, HALF, V_DD):
    final = balanced_voltage(C_S, V_DD, HALF, plate)
    assert abs(final - HALF - signal) < 1e-10
PLATE_STEP = 0.05
_, line, _ = transient(linear, V_DD, HALF, plate_step=PLATE_STEP)
plate_shift = line - HALF - read_signals[0]
assert abs(plate_shift - ratio * PLATE_STEP) < 1e-6


# Best precharge for the weaker of the two binary signals.
def weaker_signal(v_line):
    return min(abs(balanced_voltage(C_S, v, v_line, HALF) - v_line)
               for v in (0.0, V_DD))


best = minimize_scalar(lambda v: -weaker_signal(v), bounds=(0.1, 1.0),
                       method="bounded", options={"xatol": 1e-9})
assert abs(best.x - HALF) < 1e-6

# Insufficient word-line voltage writes a weak one; a driven line is
# represented by a very large capacitance. The square-law tail is slow.
WEAK_PASS = 0.7
weak_cell, _, _ = transient(linear, 0.0, V_DD, c_line=1e9,
                            pass_level=WEAK_PASS, duration=1e4)
assert abs(weak_cell - WEAK_PASS) < 1e-4
_, line, _ = transient(linear, weak_cell, HALF)
weak_signal = line - HALF
assert abs(weak_signal - ratio * (WEAK_PASS - HALF)) < 1e-4

# Capacitance needed for a specified signal.
TARGET = 0.100
c_needed = C_B * TARGET / (HALF - TARGET)
c_root = brentq(lambda c: balanced_voltage(c, V_DD, HALF, HALF)
                - HALF - TARGET, 0.1, 100.0)
assert abs(c_needed - c_root) < 1e-7
kappa_needed = KAPPA * c_needed / C_S
assert abs(field_capacitance(kappa_needed) / c_needed - 1) < 1e-6
signal_low = balanced_voltage(C_LOW, V_DD, HALF, HALF) - HALF
assert 1 < signal / signal_low < 2


def tunable(u):
    return C_S / (1 + (u / U_SCALE)**2)


def mean_capacitance_read(v_cell, plate):
    """Solve the implicit mean-capacitance formula by iteration."""
    final = HALF
    for _ in range(60):
        start, stop = final - plate, v_cell - plate
        mean = quad(tunable, start, stop)[0] / (stop - start)
        final = HALF + (v_cell - HALF) * mean / (mean + C_B)
    return final - HALF, mean


nonlinear = {}
for plate in (HALF, 0.0):
    for stored in (V_DD, 0.0):
        predicted, mean = mean_capacitance_read(stored, plate)
        cell, line, _ = transient(tunable, stored, HALF, plate=plate)
        assert abs(cell - line) < 1e-7
        assert abs(line - HALF - predicted) < 1e-6
        nonlinear[plate, stored] = (predicted, mean)
one_half, mean_half = nonlinear[HALF, V_DD]
zero_half = nonlinear[HALF, 0.0][0]
one_ground, mean_one_ground = nonlinear[0.0, V_DD]
zero_ground, mean_zero_ground = nonlinear[0.0, 0.0]
assert abs(one_half + zero_half) < 1e-9
assert abs(one_ground + zero_ground) > 0.01
assert signal_formula(tunable(HALF)) < one_half < signal


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Supply voltage", V_DD, "V")
show("Half-supply precharge", HALF, "V")
show("Bit-line capacitance", C_B, "fF")
show("Inner radius", RADIUS * 1e9, "nm", 1)
show("Dielectric thickness", THICKNESS * 1e9, "nm", 1)
show("Capacitor height", HEIGHT * 1e6, "um", 1)
show("Relative permittivity", KAPPA, "(dimensionless)", 1)
show("Storage capacitance, coaxial formula", C_S, "fF")
show("Storage capacitance, field solution", field_capacitance(KAPPA), "fF")
show("Capacitance ratio C_B/C_S", C_B / C_S, "(dimensionless)")
show("Transfer ratio C_S/(C_S+C_B)", ratio, "(dimensionless)", 4)
show("Signal magnitude, formula", signal * 1e3, "mV", 2)
show("Signal for one, transient", read_signals[0] * 1e3, "mV", 2)
show("Signal for zero, transient", read_signals[1] * 1e3, "mV", 2)
show("Final line voltage for one", HALF + signal, "V", 4)
show("Final line voltage for zero", HALF - signal, "V", 4)
show("One-zero separation", 2 * signal * 1e3, "mV", 2)
show("Best precharge from search", best.x, "V", 4)
show("Series capacitance", c_series, "fF")
show("Transferred charge", charge, "fC")
show("Transferred charge in elementary charges",
     charge * 1e-15 / elementary_charge, "(dimensionless)", 0)
show("Energy dissipated in transistor", energy, "fJ")
show("Sagged cell voltage", SAGGED, "V")
show("Signal of sagged one", read_signals[2] * 1e3, "mV", 2)
show("Plate step", PLATE_STEP * 1e3, "mV", 1)
show("Line shift from plate step", plate_shift * 1e3, "mV", 2)
show("Weak-write pass level", WEAK_PASS, "V")
show("Signal of weakly written one", weak_signal * 1e3, "mV", 2)
show("Lower relative permittivity", KAPPA_LOW, "(dimensionless)", 1)
show("Storage capacitance at lower permittivity", C_LOW, "fF")
show("Signal at lower permittivity", signal_low * 1e3, "mV", 2)
show("Signal gain on doubling permittivity", signal / signal_low,
     "(dimensionless)")
show("Required signal", TARGET * 1e3, "mV", 1)
show("Storage capacitance required", c_needed, "fF")
show("Relative permittivity required", kappa_needed, "(dimensionless)", 2)
show("Voltage scale u0 of nonlinear capacitor", U_SCALE, "V")
show("Nonlinear C at zero voltage", tunable(0.0), "fF")
show("Nonlinear C at half supply", tunable(HALF), "fF")
show("Mean C, half-supply plate", mean_half, "fF")
show("Nonlinear one, half-supply plate", one_half * 1e3, "mV", 2)
show("Nonlinear zero, half-supply plate", zero_half * 1e3, "mV", 2)
show("Mean C for one, grounded plate", mean_one_ground, "fF")
show("Mean C for zero, grounded plate", mean_zero_ground, "fF")
show("Nonlinear one, grounded plate", one_ground * 1e3, "mV", 2)
show("Nonlinear zero, grounded plate", zero_ground * 1e3, "mV", 2)
print("checks complete")
```

Running it gives:

```
Supply voltage: 1.100 V
Half-supply precharge: 0.550 V
Bit-line capacitance: 30.000 fF
Inner radius: 20.0 nm
Dielectric thickness: 6.0 nm
Capacitor height: 1.0 um
Relative permittivity: 40.0 (dimensionless)
Storage capacitance, coaxial formula: 8.482 fF
Storage capacitance, field solution: 8.482 fF
Capacitance ratio C_B/C_S: 3.537 (dimensionless)
Transfer ratio C_S/(C_S+C_B): 0.2204 (dimensionless)
Signal magnitude, formula: 121.22 mV
Signal for one, transient: 121.22 mV
Signal for zero, transient: -121.22 mV
Final line voltage for one: 0.6712 V
Final line voltage for zero: 0.4288 V
One-zero separation: 242.45 mV
Best precharge from search: 0.5500 V
Series capacitance: 6.612 fF
Transferred charge: 3.637 fC
Transferred charge in elementary charges: 22699 (dimensionless)
Energy dissipated in transistor: 1.000 fJ
Sagged cell voltage: 1.000 V
Signal of sagged one: 99.18 mV
Plate step: 50.0 mV
Line shift from plate step: 11.02 mV
Weak-write pass level: 0.700 V
Signal of weakly written one: 33.05 mV
Lower relative permittivity: 20.0 (dimensionless)
Storage capacitance at lower permittivity: 4.241 fF
Signal at lower permittivity: 68.12 mV
Signal gain on doubling permittivity: 1.780 (dimensionless)
Required signal: 100.0 mV
Storage capacitance required: 6.667 fF
Relative permittivity required: 31.44 (dimensionless)
Voltage scale u0 of nonlinear capacitor: 1.000 V
Nonlinear C at zero voltage: 8.482 fF
Nonlinear C at half supply: 6.512 fF
Mean C, half-supply plate: 7.579 fF
Nonlinear one, half-supply plate: 110.93 mV
Nonlinear zero, half-supply plate: -110.93 mV
Mean C for one, grounded plate: 4.894 fF
Mean C for zero, grounded plate: 8.002 fF
Nonlinear one, grounded plate: 77.14 mV
Nonlinear zero, grounded plate: -115.81 mV
checks complete
```
